# The Strang-Fix Conditions for Lattice Bases: Splines, Blips and Gaussians

**Result.** Let $\Lambda\subset\mathbb R^d$ be a lattice with points $R$, cell volume $\Omega$ and reciprocal points $G$, so that $e^{iG\cdot R}=1$. Let $\hat\varphi(\omega)=\int\varphi(x)e^{-i\omega\cdot x}dx$. Assume (H1) $|\varphi(x)|\le C_N(1+|x|)^{-N}$ for every $N$, which makes $\hat\varphi$ infinitely differentiable, and (H2) $\hat\varphi(0)\neq0$. Then the following statements are equivalent.

(A) Every polynomial $f$ of total degree below $p$ can be written $f(x)=\sum_Rc_R\,\varphi(x-R)$ with $|c_R|\le C(1+|R|)^K$ for some $C$, $K$. Equality holds almost everywhere, and everywhere if $\varphi$ is continuous.

(B) The Strang-Fix conditions hold:
$$\partial^\alpha\hat\varphi(G)=0\quad\text{for all }|\alpha|<p\text{ and all }G\neq0.\tag1$$

Under (B) the coefficients can be taken as
$$c_R=q(R),\qquad q=\Omega\,[1/\hat\varphi](-i\nabla)\,f,\tag2$$
where $g(-i\nabla)$ means $\sum_\alpha\partial^\alpha g(0)(-i\nabla)^\alpha/\alpha!$, a finite sum on a polynomial. The B-spline $B_p$ satisfies (1) with order $p$ and not $p+1$, the blip has order four, and the Gaussian has order zero. One-dimensional formulas use spacing 1, with $G=2\pi n$, until a spacing $h$ is introduced.

## Periodized moments

Define $M_\alpha(x)=\sum_R(x-R)^\alpha\varphi(x-R)$. By (H1) the sum converges absolutely and uniformly on a cell, so $M_\alpha$ is bounded, lattice periodic, and continuous if $\varphi$ is. In its Fourier coefficient put $y=x-R$ in each term and use $e^{-iG\cdot R}=1$; the shifted cells tile $\mathbb R^d$:
$$\frac1\Omega\int_{\rm cell}M_\alpha e^{-iG\cdot x}dx=\frac1\Omega\int y^\alpha\varphi(y)e^{-iG\cdot y}dy=\frac{i^{|\alpha|}}\Omega\,\partial^\alpha\hat\varphi(G).\tag3$$
The last step uses $\partial^\alpha\hat\varphi=\int(-iy)^\alpha\varphi\,e^{-i\omega\cdot y}dy$ and $1/(-i)=i$. An integrable periodic function is fixed almost everywhere by its Fourier coefficients, so (B) says that each $M_\alpha$ with $|\alpha|<p$ equals its mean $\mu_\alpha=i^{|\alpha|}\partial^\alpha\hat\varphi(0)/\Omega$. For $p=1$ this is the partition of unity: the sum of all shifts is flat.

## (B) implies (A)

For a polynomial $q$ the expansion $q(R)=\sum_\alpha\partial^\alpha q(x)(R-x)^\alpha/\alpha!$ terminates, and therefore
$$\sum_Rq(R)\varphi(x-R)=\sum_\alpha\frac{(-1)^{|\alpha|}}{\alpha!}\,\partial^\alpha q(x)\,M_\alpha(x).\tag4$$
If $\deg q<p$, every $M_\alpha$ that contributes has $|\alpha|<p$ and equals $\mu_\alpha$. Since $(-1)^{|\alpha|}i^{|\alpha|}=(-i)^{|\alpha|}$, the right side is $\hat\varphi(-i\nabla)q/\Omega$. By (H2), $1/\hat\varphi$ has a Taylor series at 0, and its product with the series of $\hat\varphi$ is 1. Constant-coefficient derivatives multiply like the monomials $\omega^\alpha$, so the $q$ of (2) gives $\hat\varphi(-i\nabla)q/\Omega=f$. It has the degree of $f$, so $c_R$ grows polynomially. The coefficients are in general not samples of $f$; derivative corrections undo the smoothing by $\varphi$.

Equation (4) also gives the first failure. In one dimension let (1) hold with order $p$ and build $q$ from (2) for $f=x^p$. Then $q^{(p)}/p!=1/\hat\varphi(0)$, and the terms with $\alpha<p$ together with the mean of $M_p$ give $x^p$. What remains is $(-1)^p(M_p-\mu_p)/\hat\varphi(0)$, whose Fourier series follows from (3):
$$\sum_kq(k)\varphi(x-k)-x^p=\frac{(-i)^p}{\hat\varphi(0)}\sum_{n\neq0}\hat\varphi^{(p)}(2\pi n)\,e^{2\pi inx}.\tag5$$

## (A) implies (B)

Fix $G\neq0$. Choose $\rho<|G|$ such that $\hat\varphi\neq0$ for $|\omega|\le\rho$, which (H2) and continuity allow. Let $v$ be smooth and supported in $|\omega|<\rho$, let $r(\omega)=\hat\varphi(\omega+G)/\hat\varphi(\omega)$, and define
$$u_G(x)=\int v(\omega)e^{-i(\omega+G)\cdot x}d\omega,\qquad u_0(x)=\int v(\omega)r(\omega)e^{-i\omega\cdot x}d\omega.\tag6$$
Repeated integration by parts in $\omega$ shows that both decay faster than any power of $|x|$. With $\int\varphi(x-R)e^{-i\omega\cdot x}dx=e^{-i\omega\cdot R}\hat\varphi(\omega)$ and $e^{-iG\cdot R}=1$,
$$\int\varphi(x-R)u_G\,dx=\int v\,\hat\varphi(\omega+G)e^{-i\omega\cdot R}d\omega=\int v\,r\,\hat\varphi(\omega)e^{-i\omega\cdot R}d\omega=\int\varphi(x-R)u_0\,dx.\tag7$$
The lattice cannot tell the two test functions apart. Multiply (7) by $c_R$ and sum. Because $1+|R|\le(1+|x|)(1+|x-R|)$, (H1) gives $\sum_R|c_R||\varphi(x-R)|\le C'(1+|x|)^K$, so sum and integral may be exchanged; the growth bound on $c_R$ enters here. The outcome is $\int fu_G\,dx=\int fu_0\,dx$.

If $u=\int w\,e^{-i\omega\cdot x}d\omega$, Fourier inversion gives $w(\omega)=(2\pi)^{-d}\int u\,e^{i\omega\cdot x}dx$, hence $\int x^\alpha u\,dx=(2\pi)^d(-i)^{|\alpha|}\partial^\alpha w(0)$ and $\int fu\,dx=(2\pi)^d[f(-i\nabla)w](0)$. For $u_G$ the function $w(\omega)=v(\omega-G)$ vanishes near $0$ because $\rho<|G|$. For $u_0$ it is $w=vr$. Therefore
$$[f(-i\nabla)(v\,r)](0)=0\quad\text{for every such }v.\tag8$$
Take $v=1$ near $0$ and $f=x^\alpha$: then $\partial^\alpha r(0)=0$ for all $|\alpha|<p$. The Leibniz rule applied to $\hat\varphi(\omega+G)=r\hat\varphi$ gives (1).

In one dimension a single polynomial $f=\sum_{m<p}f_mx^m$ with $f_{p-1}\neq0$ is enough. With $v=\omega^j$ near $0$, $(\omega^jr)^{(m)}(0)=\frac{m!}{(m-j)!}r^{(m-j)}(0)$ for $m\ge j$ and zero otherwise, so (8) reads $\sum_{m\ge j}f_m(-i)^m\frac{m!}{(m-j)!}r^{(m-j)}(0)=0$. For $j=p-1$ one term survives and gives $r(0)=0$. Each lower $j$ adds the next derivative of $r$, again multiplied by $f_{p-1}$, so $r'(0),\dots,r^{(p-1)}(0)$ vanish in turn.

## B-splines and blips

$B_1$ is the indicator function of $[-\tfrac12,\tfrac12]$ and $B_p$ its $p$-fold convolution. Since $\hat B_1=\int_{-1/2}^{1/2}e^{-i\omega x}dx$ and convolution multiplies transforms,
$$\hat B_p(\omega)=\left[\frac{\sin(\omega/2)}{\omega/2}\right]^p,\qquad\hat B_p^{(p)}(2\pi n)=p!\left[\frac{(-1)^n}{2\pi n}\right]^p\neq0.\tag9$$
The second formula follows at $\omega=2\pi n+\delta$, where $\sin(\omega/2)=(-1)^n\delta/2+\dots$ and $\omega/2=\pi n+\dots$, so that $\hat B_p=[(-1)^n\delta/2\pi n]^p+O(\delta^{p+1})$. With $\hat B_p(0)=1$ and compact support, the theorem gives all degrees below $p$ and excludes degree $p$.

In real space, $B_1$ is a difference of two unit steps, the convolution of four unit steps is $x_+^3/6$, and the four differences give binomial weights: $B_4=\frac16\sum_{j=0}^4(-1)^j\binom4j(x+2-j)_+^3$. On $-2<x<-1$ this is $(2+x)^3/6$, and on $-1<x<0$ it is $[(x+2)^3-4(x+1)^3]/6=(4-6x^2-3x^3)/6$. $B_4$ is even, so the blip $\beta=\frac32B_4$ is
$$\beta(x)=1-\tfrac32x^2+\tfrac34|x|^3\ \ (|x|\le1),\qquad\tfrac14(2-|x|)^3\ \ (1\le|x|\le2).\tag{10}$$

For (2) put $u=\omega/2$. Inverting $\sin u/u=1-u^2/6+u^4/120$ gives $1+u^2/6+(\frac1{36}-\frac1{120})u^4=1+u^2/6+7u^4/360$. Its fourth power is $1+\frac23u^2+(\frac{28}{360}+\frac6{36})u^4=1+\omega^2/6+11\omega^4/720$. With $\omega^2\to-\partial^2$,
$$q=f-\tfrac16f''+\tfrac{11}{720}f''''\quad(\deg f\le5),\tag{11}$$
so $x^2$ needs $c_k=k^2-\frac13$ and $x^3$ needs $c_k=k^3-k$; blip coefficients are $\frac23$ of these. For $x^4$, $q=x^4-2x^2+\frac{11}{30}$, and (5) with (9) leaves $48\sum_{n\ge1}\cos(2\pi nx)/(2\pi n)^4$. At $x=0$ this is $48\zeta(4)/(2\pi)^4=\frac1{30}$ with $\zeta(4)=\pi^4/90$. The direct sum with $B_4(0)=\frac23$, $B_4(\pm1)=\frac16$ is $\frac23\cdot\frac{11}{30}+\frac13(\frac{11}{30}-1)=\frac1{30}$.

In a skew cell with lattice vectors $a_i$ as columns of $A$, take $\varphi(x)=\prod_i\beta(s_i)$, $s=A^{-1}x$. The substitution $x=As$ gives $\hat\varphi(\omega)=\Omega\prod_i\hat\beta(a_i\cdot\omega)$. At $G\neq0$ at least one $a_i\cdot G=2\pi n_i$ is nonzero, so the zero has order at least four, and order four where a single $n_i$ is nonzero. Since $\sum_i(a_i\cdot\omega)^2/6=\frac12\omega^TM\omega$ with $M=AA^T/3$, and odd orders vanish, (2) becomes $q=(\frac23)^d(f-\frac12\sum_{ij}M_{ij}\partial_i\partial_jf)$ for Cartesian polynomials of degree up to three.

**Failure without (H2).** The function $\psi(x)=B_2(x+\frac12)-B_2(x-\frac12)$ has $\hat\psi=2i\sin(\omega/2)\hat B_2$, with triple zeros at $2\pi n\ne0$ and $\hat\psi(0)=0$. Every sum of its shifts is linear between consecutive half-integers. On such a cell, with $t\in[0,1]$, $x^2$ is a linear function plus $t^2-t+\frac16$, which is orthogonal to $1$ (as $\frac13-\frac12+\frac16=0$) and to $t$ (as $\frac14-\frac13+\frac1{12}=0$) and has squared norm $\frac15-\frac12+\frac49-\frac16+\frac1{36}=\frac1{180}$. Whatever the coefficients, $x^2$ is missed by a root-mean-square amount of at least $1/\sqrt{180}=0.0745$, although (1) holds with $p=3$.

## Gaussians

For $g(x)=e^{-x^2/2s^2}$, $\hat g=s\sqrt{2\pi}\,e^{-s^2\omega^2/2}$ has no zero, so not even a constant is reproduced. By (3),
$$\frac{\sum_kg(x-k)}{\hat g(0)}-1=2\sum_{n\ge1}\eta^{\,n^2/2}\cos2\pi nx,\qquad\eta=e^{-4\pi^2s^2}.\tag{12}$$
For $s=0.6$, $\eta=6.725\times10^{-7}$ and the ripple relative to the mean is $2\sqrt\eta=1.640\times10^{-3}$.

Here the growth bound on $c_k$ can be dropped. Let $a=1/2s^2$ and suppose $\sum_kc_ke^{-a(x-k)^2}=f(x)$ for all real $x$. Multiplying by $e^{ax^2}$ gives $f(x)e^{ax^2}=\sum_kb_kz^k$ with $b_k=c_ke^{-ak^2}$, $z=e^{2ax}$. The terms tend to zero for every $z>0$, so the Laurent series converges absolutely for all complex $z\neq0$. The right side is thus entire in $x$ with period $T=i\pi/a$, and by analytic continuation so is the left. As $a(x+T)^2=ax^2+2\pi ix-\pi^2/a$, this requires $f(x+T)e^{2\pi ix-\pi^2/a}=f(x)$. For a nonzero polynomial $f(x+T)/f(x)\to1$ along $x=-iy$, $y\to\infty$, while $|e^{2\pi ix}|=e^{2\pi y}$ diverges. Equally spaced Gaussians of one width therefore give no nonzero polynomial.

## Consequence for a plane wave

Take a ring of $N$ points and $\omega=2\pi m/N$. The function $e^{-i\omega x}\sum_ke^{i\omega k}\varphi(x-k)=\sum_ke^{-i\omega(x-k)}\varphi(x-k)$ has period 1, and the unfolding used in (3) gives
$$\chi_\omega(x)=\sum_ke^{i\omega k}\varphi(x-k)=\sum_n\hat\varphi(\omega+2\pi n)\,e^{i(\omega+2\pi n)x}.\tag{13}$$
The $N$ functions $\chi_\omega$ span the basis space, being an invertible discrete Fourier transform of the periodized basis functions. Different $m$ modulo $N$ involve disjoint sets of plane waves, so overlap and kinetic energy are both diagonal. Let $a_n=|\hat\varphi(\omega+2\pi n)|^2$, and restore a spacing $h$ with $\omega=kh$, in Hartree atomic units. The squared $L^2$ error of the best fit to $e^{ikx}$, relative to its squared norm, and the Ritz energy of a free electron are
$$\delta^2=1-\frac{a_0}{\sum_na_n}=\frac{\sum_{n\neq0}a_n}{\sum_na_n},\qquad\varepsilon-\frac{k^2}2=\frac{\sum_{n\neq0}[(\omega+2\pi n)^2-\omega^2]a_n}{2h^2\sum_na_n},\tag{14}$$
the second provided the sum converges ($p\ge2$ for splines). The wave drags along aliases at $k+2\pi n/h$, and by (1) their amplitudes vanish at least as fast as $\omega^p$ when $\omega\to0$.

For $B_p$ the factor $\sin^{2p}(\omega/2)$ is common to all $a_n$, so $a_n/a_0=[\omega/(\omega+2\pi n)]^{2p}$. To leading order in $\omega$,
$$\delta^2\simeq2\zeta(2p)\Big(\frac\omega{2\pi}\Big)^{2p},\qquad\varepsilon-\frac{k^2}2\simeq\frac{\zeta(2p-2)\,\omega^{2p}}{(2\pi)^{2p-2}h^2}.\tag{15}$$
At fixed $k$ the fit error falls as $h^p$ and the energy error as $h^{2p-2}$, two powers being lost to the kinetic energy of the aliases. From $(1+y)^{-8}+(1-y)^{-8}=2(1+36y^2+\dots)$, the relative correction to $\delta^2$ for blips is about $36(\omega/2\pi)^2$. At $\omega=2\pi/16$, projection with Gauss-Legendre quadrature gives $\delta^2=5.36\times10^{-10}$ against the leading $4.68\times10^{-10}$, the excess being close to $36/256$.

For Gaussians of width $\sigma=sh$, $a_n/a_0=\exp[-s^2(4\pi^2n^2+4\pi n\omega)]$. As $\omega\to0$, to leading order in $\eta$,
$$\delta^2\to2\eta,\qquad\varepsilon-k^2/2\to(2\pi/h)^2\eta.\tag{16}$$
For $s=0.6$ these are $1.345\times10^{-6}$ and, at $h=1$ bohr, $2.655\times10^{-5}$ hartree. Refinement at fixed $s$ leaves the fit error on a floor and raises the energy floor as $h^{-2}$. Refinement at fixed $\sigma$ lets $s$ grow and removes the floor, but the overlap eigenvalues are proportional to $\sum_na_n$, whose ratio between $\omega=\pi$ and $\omega=0$ is about $2e^{-\pi^2s^2}$, so for even $N$ the condition number is at least about $\frac12e^{\pi^2s^2}$.

Zeros at the nearest reciprocal points are not sufficient. The pair $g(x-\frac14)+g(x+\frac14)$ has transform $2\cos(\omega/4)\hat g$, which vanishes at odd $n$ but not at $n=\pm2$. For $s=0.25$, $a_{\pm2}/a_0=e^{-16\pi^2s^2}=e^{-\pi^2}$ at $\omega=0$, and (14) gives $\delta^2=1.034\times10^{-4}$ for the constant.

## Worked example: an oscillator ground state

Let $H=-\frac12\partial_x^2+\frac12x^2$ (unit mass, frequency 1 hartree), with $E=\frac12$ hartree and normalized momentum wave function $\tilde\Psi(k)=\pi^{-1/4}e^{-k^2/2}$. In momentum space $H=\frac12k^2-\frac12\partial_k^2$. For any $v$ in the basis and $e=v-\Psi$, $(H-E)\Psi=0$ removes all terms containing $\Psi$ from $\langle\Psi+e|H-E|\Psi+e\rangle$, and the variational principle gives
$$0\le\Delta E=E_h-E\le\langle e|H-E|e\rangle/\langle v|v\rangle.\tag{17}$$
The transform of $\varphi(x/h-j)$ is $he^{-ikhj}\hat\varphi(kh)$, so $\tilde v(k)=C(k)\hat\varphi(kh)$ with $C$ of period $K=2\pi/h$. Choose $C=\tilde\Psi/\hat\varphi(kh)$ in the zone $|k|<K/2$, where neither $\hat\beta$ nor $\hat g$ vanishes. $C$ is even, so its periodic extension is continuous and the potential energy is finite. Then $\tilde e=0$ in the zone, and outside it $\tilde e(k+nK)=A_n(k)-\tilde\Psi(k+nK)$ with $A_n=\tilde\Psi(k)\,\hat\varphi(kh+2\pi n)/\hat\varphi(kh)$. Also $\langle v|v\rangle\ge\int_{\rm zone}\tilde\Psi^2dk$. Dropping Gaussian tails at and beyond the zone edge, which vanish faster than any power of $h$,
$$\Delta E\lesssim\frac12\sum_{n\neq0}\int_{\rm zone}\left[(k+nK)^2A_n^2+A_n'^2-A_n^2\right]dk.\tag{18}$$

*Blips.* Here $A_n=\tilde\Psi k^4/(k+nK)^4$. Its pole at $k=-nK$ lies outside the zone, so the integrand is first expanded in powers of $k/(nK)$; each term of the expansion can then be integrated over all $k$, which adds only Gaussian tails. The moments of $\tilde\Psi^2$ are $\langle k^{2m}\rangle=(2m-1)!!/2^m$. The kinetic term is $k^8(k+nK)^{-6}$, and pairing $\pm n$ gives $2(nK)^{-6}[1+21k^2/(nK)^2+\dots]$. In the other two terms $A_n\simeq\tilde\Psi k^4/(nK)^4$ suffices, with $(k^4\tilde\Psi)'=(4k^3-k^5)\tilde\Psi$ and $\langle(4k^3-k^5)^2-k^8\rangle=30-\frac{105}2+\frac{945}{32}-\frac{105}{16}=\frac{15}{32}=\frac1{14}\langle k^8\rangle$. Using $\langle k^{10}\rangle=\frac92\langle k^8\rangle$ and $\zeta(8)/\zeta(6)=\pi^2/10$, the relative correction is $(\frac{189}2+\frac1{14})\frac{\pi^2}{10}\frac{h^2}{4\pi^2}=\frac{331}{140}h^2$, so
$$\Delta E\lesssim\frac{\zeta(6)\langle k^8\rangle}{(2\pi)^6}\,h^6\left[1+\tfrac{331}{140}h^2+O(h^4)\right].\tag{19}$$
The prefactor is $1.6534\times10^{-5}\times6.5625=1.0851\times10^{-4}$ hartree/bohr$^6$.

*Gaussians.* For $n=\pm1$ the ratio of transforms is $\sqrt\eta\,e^{\mp bk/2}$ with $b=4\pi s^2h$. Completing the square (the shift in $k$ is $b/2\ell^2$ with oscillator length $\ell=1$ bohr, written $b/2$ below), $A_\pm=\sqrt\eta\,e^{b^2/8}\tilde\Psi(k\pm b/2)$. In the variable $\kappa=k\pm K$ this is the ground state displaced to $\kappa_0=\pm(K-b/2)$. The displacement leaves $\int A'^2$ unchanged and adds $\kappa_0^2$ to $\langle\kappa^2\rangle$, so each alias contributes $\frac12\kappa_0^2$ times its weight $\eta e^{b^2/4}$. The terms $n=\pm2$ carry $\eta^4$ and are dropped:
$$\Delta E\lesssim\eta\,e^{b^2/4}\,(2\pi/h-b/2)^2.\tag{20}$$

The Ritz energies below come from the generalized eigenvalue problem with centres in $[-8,8]$ bohr, where $\Psi^2$ has fallen by $e^{-64}$, and matrix elements by Gauss-Legendre quadrature on each grid cell. Gaussians have $s=0.6$. Energies are in hartree and measured from $E=\frac12$.

| $h$ (bohr) | blip $\Delta E$ | $h^6$ term of (19) |
|---|---|---|
| 0.5 | $2.940\times10^{-6}$ | $1.695\times10^{-6}$ |
| 0.25 | $3.062\times10^{-8}$ | $2.649\times10^{-8}$ |
| 0.125 | $4.294\times10^{-10}$ | $4.139\times10^{-10}$ |

| $h$ (bohr) | Gaussian $\Delta E$ | right side of (20) |
|---|---|---|
| 0.5 | $3.159\times10^{-4}$ | $3.160\times10^{-4}$ |
| 0.25 | $5.588\times10^{-4}$ | $5.589\times10^{-4}$ |
| 0.125 | $1.820\times10^{-3}$ | $1.820\times10^{-3}$ |

At $h=0.125$ bohr the $h^6$ term is $1.0851\times10^{-4}\times0.125^6=4.139\times10^{-10}$ hartree. The computed error is $1.037$ times this, and the bracket in (19) is $1+\frac{331}{140}\cdot\frac1{64}=1.037$. The ratios of the blip errors to the $h^6$ term are $1.734$, $1.156$ and $1.037$. At $h=0.5$ and $0.25$ they exceed the bracket through $h^2$, which is $1.591$ and $1.148$, so the next order of (18) is needed. In the kinetic term, $(1+y)^{-6}+(1-y)^{-6}=2(1+21y^2+126y^4+\dots)$ and $\langle k^{12}\rangle=\frac{99}4\langle k^8\rangle$ give $126\cdot\frac{99}4=3118.5$. In the other two terms put $A_n=\tilde\Psi(nK)^{-4}[k^4-4k^5/nK+10k^6/(nK)^2]$; with $\langle(5k^4-k^6)^2-k^{10}\rangle=\frac14\langle k^8\rangle$ and $\langle(4k^3-k^5)(6k^5-k^7)-k^{10}\rangle=-\frac34\langle k^8\rangle$ they give $16\cdot\frac14-20\cdot\frac34=-11$. With $\zeta(10)/\zeta(6)=\pi^4/99$ the bracket gains $(3118.5-11)h^4/(99\cdot16)=1.962\,h^4$ and becomes $1.155$ at $h=0.25$ and $1.714$ at $h=0.5$. At $h=0.5$ still higher orders matter, and the truncated series does not test the bound there. A ratio that falls each time $h$ is halved makes the observed orders $\log_2[\Delta E(h)/\Delta E(h/2)]$ larger than six, here $6.59$ and $6.16$.

For Gaussians at the same spacing $b=0.5655$ bohr and $2\pi/h=50.265$ bohr$^{-1}$, and (20) gives $6.725\times10^{-7}\times e^{0.5655^2/4}\times(50.265-0.5655/2)^2=1.820\times10^{-3}$ hartree. The error rises at each halving of $h$, but by less than the factor 4 of (16). Equation (20) accounts for this. As $b$ goes from $2.262$ through $1.131$ to $0.5655$ bohr, $e^{b^2/4}$ falls from $3.59$ through $1.377$ to $1.083$, while $(2\pi/h-b/2)^2$ grows by factors $4.62$ and $4.14$; the products give rises of $1.77$ and $3.26$. Equations (19) and (20) were derived as upper bounds; that the Ritz errors nearly attain them, (20) at all three spacings and (19) at the two finer ones, is an observation for this model and is not proved here. On the finest grid, with the same centres, the blip error is $1.17\times10^{-5}$ meV and the Gaussian error is $49.5$ meV. This gap belongs to $s=0.6$, since $\eta$ falls very fast with $s$. For $s=0.9$, (20) gives $8.4\times10^{-10}$, $3.7\times10^{-11}$ and $4.8\times10^{-11}$ hartree at the three spacings, below the blip errors, at a condition number near $\frac12e^{\pi^2s^2}\approx1.5\times10^3$. What holds for every fixed $s$ is that the Gaussian bound eventually grows as $h^{-2}$ while the blip error falls as $h^6$.
